Optimal coherent kernels from the source-shifted pupil matrix

**Twenty kernels against twenty source points**

A mask with an L-shaped and a square opening is imaged with an annular source represented by 204 incoherent points. Replacing the 204 coherent images by 20 suitably chosen ones changes the intensity by at most 0.0036 of the clear-field value. Replacing the source by 20 equally weighted points on a ring at the middle radius of the annulus changes it, for the ring orientation used here, by up to 0.077, about 21 times as much. A single ring is a crude placement. Spreading the 20 points over two rings (8 and 12, or 10 and 10 points) lowers this to between 0.015 and 0.033 depending on orientation, still 4 to 9 times the first figure. Both approximations add up 20 coherent intensities. The difference lies in which 20 coherent systems are used, and a singular value decomposition finds them.

**The image as the norm of a vector**

The mask transmission t(x) repeats with a square cell of side L. With f a pair of integers,

t(x) = Σ_f M_f exp(2πi f·x/L).

The imaging model is scalar, the mask is thin (its transmission does not depend on the illumination angle), and the source points are mutually incoherent. Source point s, measured like f in units of 1/L, has weight J_s ≥ 0, with Σ_s J_s = 1. It illuminates the mask with the plane wave exp(2πi s·x/L), which moves order f to f+s in the pupil H. The image field is

exp(2πi s·x/L) Σ_f H(f+s) M_f exp(2πi f·x/L).

The prefactor has modulus one and drops out of the intensity. Define

m_f(x) = M_f exp(2πi f·x/L),
A_fs = √J_s H(f+s).

Each column of A is the pupil as seen from one source point. Adding intensities gives

I(x) = Σ_s |Σ_f A_fs m_f(x)|² = ‖Aᵀm(x)‖².

The transpose appears without complex conjugation because fields are linear in m.

In the example the wavelength is λ = 200 nm, NA = 0.8 and L = 1600 nm. The pupil radius in orders is NA·L/λ = 6.4. With ρ = |g|λ/(NA·L) and defocus z = 100 nm,

H(g) = exp[2πi(z/λ)(√(1−NA²ρ²) − 1)] for ρ ≤ 1, and H(g) = 0 otherwise.

The source fills the annulus from 0.5 to 0.8 of the pupil radius with equal weights. No order beyond 1.8 × 6.4 = 11.52 can reach the pupil, which leaves N_f = 421 orders and N_s = 204 source points. For a clear mask M_0 = 1 is the one nonzero coefficient, and I = Σ_s J_s|H(s)|² = 1 since every source point lies inside the pupil. Intensities below are in this clear-field unit. Polarization, obliquity factors and the resist are left out, so the numbers describe this model and not a complete exposure.

**Removing the source index**

Write the decomposition as

A = UΣV†,

with orthonormal columns u_k of U and v_k of V, and singular values σ_1 ≥ σ_2 ≥ … ≥ 0. Then Aᵀ = V*ΣUᵀ. The columns of V* are also orthonormal, so multiplication by V* preserves the norm:

I = ‖V*ΣUᵀm‖² = ‖ΣUᵀm‖² = Σ_k σ_k²|u_kᵀm|².

The source index has gone. Each u_k acts as the pupil function of a coherent system with weight σ_k². In real space its kernel is φ_k(x) = Σ_f U_fk exp(2πi f·x/L), and

u_kᵀm(x) = (1/L²) ∫_cell φ_k(x−x′) t(x′) d²x′,

because the integral over x′ picks out M_f for each f.

The connection with the cross coefficients follows from expanding the square:

I = Σ_ff′ m_f T_ff′ m*_f′,
T_ff′ = Σ_s J_s H(f+s)H*(f′+s) = (AA†)_ff′.

Since AA† = UΣ²U†, the u_k are the eigenvectors of T and the σ_k² its eigenvalues. The decomposition of A therefore gives the same kernels without T. With all kernels kept, the image agrees with the source-point sum to 2.2×10⁻¹⁵, which is rounding error.

**Why few kernels can suffice**

With one source point, A has one column. There is one nonzero singular value, and one kernel reproduces the image: this is the coherent limit.

Two points of weight 1/2 show what happens next. Suppose that each passes P orders with |H| = 1. The columns a and b then have squared norm P/2. Let γ = a†b/(P/2) be their normalized overlap. The nonzero σ_k² are the eigenvalues of

A†A = (P/2) × [[1, γ], [γ*, 1]].

The characteristic equation (1−μ)² = |γ|², with σ² = (P/2)μ, gives

σ² = (P/2)(1 ± |γ|).

If the shifted pupils nearly coincide, |γ| is close to 1 and the second kernel has almost no weight. If they do not overlap, γ = 0, the weights are equal and nothing can be saved. Compression comes from the similarity of the shifted pupils. In the example two source points are at most 2 × 0.8 × 6.4 = 10.24 orders apart, less than the pupil diameter of 12.8, so any two pupil discs overlap, although the defocus phase can reduce |γ|.

The computed weights begin with 55.2, 19.7, 19.7, 6.05 and 5.91. Their sum is

Σ_k σ_k² = Σ_fs |A_fs|² = Σ_s J_s Σ_f |H(f+s)|² = 127.3,

the average number of orders passed by the pupil. It is close to the pupil area, π × 6.4² = 128.7, as expected when lattice points in a disc are counted.

**The truncation error and its bound**

Keep the first K kernels and call the result I_K. The remainder is

I − I_K = Σ_{k>K} σ_k²|u_kᵀm|² ≥ 0.

Truncation removes light at every point and adds none. For an upper bound, replace each σ_k² in the sum by the largest, σ²_{K+1}. The vectors u_k* are orthonormal, so the squared projections of m onto them add up to at most ‖m‖². Hence

0 ≤ I(x) − I_K(x) ≤ σ²_{K+1} E, with E = Σ_f |M_f|².

The phases in m(x) have modulus one, so E is the same at every x. Parseval's theorem gives E ≤ mean|t|², with inequality because orders outside the retained set also carry energy. Here the open fraction is 0.1416 and E = 0.1293.

The bound cannot be lowered if E is all that is known of the mask. Take M = √E u*_{K+1}. At x = 0 the kept projections vanish by orthogonality, the projection on u_{K+1} is √E, and the error is σ²_{K+1}E. For K = 20 and E = 1 the source-point sum gives an error of 0.2805 at the origin for this mask, equal to σ²_21.

**No other set of K kernels has a smaller worst case**

Consider any approximate image of the form y†By with y = m* and B Hermitian of rank at most K. This includes every weighted sum of K coherent intensities. In this notation I = y†Ty.

The null space of B has dimension at least N_f − K. The space spanned by u_1, …, u_{K+1} has dimension K+1. The two dimensions add up to more than N_f, so the spaces share a nonzero vector

y = Σ_{k≤K+1} c_k u_k, with By = 0.

For this vector

y†(T−B)y = y†Ty = Σ_{k≤K+1} σ_k²|c_k|² ≥ σ²_{K+1}‖y‖².

The mask M = y*, scaled to energy E, thus suffers an error of at least σ²_{K+1}E at x = 0. The singular-vector kernels never exceed this value, so they are optimal in the worst case over masks of given energy.

The ring of 20 source points is one such B. Its worst error for E = 1 is 6.82, against 0.280 for the 20 kernels. The ring is one simple choice and not necessarily the best set of 20 source points, but the theorem covers the best set as well. It does not say that the kernels win for each single mask: a set adapted to one mask may do better there.

If σ_K = σ_{K+1}, the space spanned by the first K singular vectors is not unique. Such equalities arise from symmetry. The order lattice, source and pupil of the example are unchanged by a quarter turn R and by a mirror reflection S, so both commute with T. Suppose Ru = iu. Since RS = SR⁻¹, the vector Su satisfies R(Su) = SR⁻¹u = −i(Su). It has the same σ² as u but another eigenvalue of R, and is therefore a different, orthogonal kernel. The values σ_2² = σ_3² = 19.7354 and σ_21² = σ_22² = 0.2805 show equal pairs. Cutting at K = 21 would split a pair: the bound would still hold, but the truncated system could lose the symmetry of the optics. The cut at K = 20 lies between 0.3040 and 0.2805 and avoids this.

**How loose the bound is for a given mask**

For K = 20 the bound is 0.2805 × 0.1293 = 0.0363. The largest error found on a 64 × 64 grid of image points is 0.0036, ten times smaller. To guarantee an error of 0.01 through the bound one needs K = 43, while K = 13 achieves it for this mask.

The reason can be read from the remainder. Equality requires all of m* to lie in the space belonging to σ²_{K+1}. Any part of m* along the kept kernels adds nothing to the error. The same holds for any part along the directions in which T has eigenvalue zero, of which there are at least N_f − N_s = 217. Any part along later kernels with weights below σ²_{K+1} adds less than the bound allows for. At the point of largest error in the example, the last two effects account for nearly all of the factor of ten.

The size of the cell matters too. Put ν = f/L and hold the physical source fixed. The eigenvalue equation Σ_f′ T_ff′ u_f′ = σ²u_f then contains a sum over points of spacing 1/L, and when the cell is large enough

Σ_f′ → L² ∫ d²ν′.

The integral operator does not depend on L, so in this limit σ_k² grows as L² at fixed k. Halving the cell side to 800 nm lowers σ_1² from 55.22 to 13.77, a ratio of 4.01. Later weights approach the limit more slowly: the same ratio is 3.9 for σ²_21 and 3.2 for σ²_41. What follows for the bound depends on the mask:

- If the open fraction stays fixed as the cell grows, E stays of the same order and the bound grows with the cell area. It allows for the energy of the whole cell acting together at one point.
- If a fixed group of openings is surrounded by more dark area, mean|t|² falls as 1/L² and compensates the growth of σ_k².

A passive mask must also obey |t| ≤ 1, which the bound ignores. The worst mask can be scaled down until it obeys this limit, and its error is then still σ²_{K+1}E, with a correspondingly small E. At a prescribed larger E the worst mask may be unattainable.

**The mean error, known without the discarded kernels**

Average |u_kᵀm(x)|² over the cell. Products of different orders oscillate and average to zero, leaving Σ_f |U_fk|²|M_f|². Therefore

mean(I − I_K) = Σ_f |M_f|² Σ_{k>K} σ_k²|U_fk|².

The diagonal of AA† = UΣ²U† states that Σ_k σ_k²|U_fk|², taken over all k, equals Σ_s|A_fs|². Subtracting the kept part gives

mean(I − I_K) = Σ_f |M_f|² [Σ_s|A_fs|² − Σ_{k≤K} σ_k²|U_fk|²].

This is an equality and needs the kept kernels alone. For K = 20 it gives 0.0022, or 2.2% of the mean image intensity of 0.1008.

The sum of discarded weights has its own meaning. If |M_f|² = v for all retained orders, as for a very small pinhole, Σ_f|U_fk|² = 1 turns the mean error into

mean(I − I_K) = v Σ_{k>K} σ_k².

For v = 1 and K = 20 both sides are 7.245. This is 5.7% of the total 127.3, and for a flat spectrum it is the relative loss of mean intensity. For the L-shaped pattern the relative loss is 2.2%, so the discarded share should not be read as the image error of an arbitrary mask.

**Computing the kernels without storing A**

Here A has 421 × 204 = 85,884 entries and T has 421² = 177,241. A dense decomposition of A is the simplest choice at this size. The storage advantage over T exists when N_s < N_f. With 804 source points A would have 338,484 entries, more than T. Products with A can then be formed from the pupil itself.

Let the source lattice be q times finer than the order lattice, s = n/q with integer n; here q = 2. Tabulate P_g = H(g/q) on integer g. With equal weights J,

(Av)_f = √J Σ_n P_{qf+n} v_n,
(A†w)_n = √J Σ_f P*_{qf+n} w_f.

Both are correlations. For c_g = Σ_n P_{g+n}v_n on a periodic lattice of N × N points, the discrete Fourier transform is

ĉ(κ) = Σ_n v_n exp(2πi κ·n/N) Σ_g P_{g+n} exp[−2πi κ·(g+n)/N]
= P̂(κ) [DFT(v*)(κ)]*.

The first factor has the opposite sign in its exponent, which is why v is conjugated before and after its transform. For A† one uses P* and places w_f at g = qf.

Periodic wrapping must not bring in false pupil values. A component of qf is at most 22 and one of n at most 10, so their sum reaches 32, while P vanishes beyond 12. A wrapped index stays outside the pupil if N − 32 > 12. The choice N = 64 satisfies this and needs 4096 lattice points per vector. Transforming a block of 40 vectors at once takes 40 times as many, so when storage is scarce the columns are handled one after another.

The iteration starts from a random block V of b columns, with b > K:

1. Replace V by an orthonormal basis of A†(AV), and repeat.
2. Form W = AV and decompose this thin matrix, W = LSZ†.
3. Keep the first K columns of L as kernels, with weights S_k².

Since A†Av_k = σ_k²v_k, each sweep multiplies the component along v_k by σ_k². Unwanted directions beyond the block are suppressed relative to v_k by σ²_{b+1}/σ_k² per sweep. For b = 40 and k = 20 this is 0.0888/0.304 = 0.29. After 60 sweeps, far more than needed, the first 20 weights agree with the dense decomposition to a relative 3.6×10⁻¹⁵.

The block is essential for equal singular values. From a single start vector v, all vectors (A†A)ʲv have parallel components in a degenerate space, since each is multiplied by the same number. In exact arithmetic their span contains one direction of that space and misses the others.

**Error control before convergence**

Let V_K = VZ_K, where Z_K holds the first K columns of Z. Its columns are orthonormal and AV_K = L_K S_K. The matrix Π = 1 − V_KV_K† is a projector, Π = Π† = Π², and the error of the approximate kernels is governed by

D = T − AV_KV_K†A† = AΠA† = (AΠ)(AΠ)†.

This has no negative eigenvalue, however poor V_K is. Its largest eigenvalue is at most its trace, so

0 ≤ I − I_K ≤ E tr D = E [Σ_fs|A_fs|² − Σ_{k≤K} S_k²].

For the random start used here, the weights after one sweep are wrong by up to 14%, yet the largest image error is 0.0037, hardly above the converged 0.0036. The certificate is 0.975 after one sweep and 0.1293 × 7.245 = 0.937 at convergence. Both exceed the peak image intensity of 0.804, so as a size estimate the certificate says nothing here: the trace adds all discarded weights where the sharp bound uses the largest. What remains useful is the guaranteed sign. The diagonal of D also gives the exact mean error, by the earlier formula with L_fk and S_k in place of U_fk and σ_k. For a nonnegative error the mean limits how widespread large errors can be: the error can reach c times its mean on at most a fraction 1/c of the cell. It limits the peak only weakly. The error is a sum of squared fields with at most N_f orders each, so by the Cauchy–Schwarz inequality its peak is at most N_f times its mean, here 421 × 0.002194 = 0.92 at convergence.

The side on which one projects matters. Take an orthonormal set Q of order-space vectors and approximate T by QQ†TQQ†. Split y = a + b, with a in the span of Q and b orthogonal to it. Then

y†(T − QQ†TQQ†)y = 2 Re(a†Tb) + b†Tb.

If a†Tb ≠ 0 for some pair, a can be given a phase and a length that make this negative. The approximate image then exceeds the true one for some mask. The exception is a span that T maps into itself, as for converged kernels. For one Q, built from A acting on a particular draw of 20 random vectors, the lowest eigenvalue of the difference is −5.49.

**When more kernels stop helping**

All these errors are relative to the image of the chosen 204-point source. Refining the source lattice to 804 points changes the image by up to 0.017. This change is an estimate of the source-sampling error, not a bound on it, and the convergence is not monotone: lattices of 456, 3188 and 9832 points differ from the 204-point image by 0.005, 0.016 and 0.014. It already exceeds the truncation error of 0.0128 at K = 10, and it is nearly five times the error at K = 20. Going to K = 80 would reduce the truncation error to 0.0008 without bringing the image comparably closer to that of a continuous annulus. The source lattice should be refined first, and K then chosen so that the truncation error lies somewhat below the remaining sampling error. The numerical output lists the errors and bounds for further values of K.

Computed values

```
wavelength 200 nm, NA 0.8, defocus 100 nm
annular source 0.5 to 0.8 of NA, cell side 1600 nm
pupil radius in orders: 6.40
mask orders: 421, source points: 204
entries of A: 85884, entries of T: 177241
FFT lattice points: 4096
open mask fraction: 0.14160, in-band energy E: 0.12930
peak image intensity: 0.80388, mean: 0.10083
all kernels vs source sum, max difference: 2.2e-15
sum of all sigma^2: 127.3137
sigma^2, k = 1..8: 55.2157 19.7354 19.7354 6.0543 5.9098 2.5243 2.5243 1.3003
sigma^2, k = 19..22: 0.3040 0.3040 0.2805 0.2805
K | sigma_(K+1)^2 | discarded share | max error | mean error | bound
5 | 2.524e+00 | 1.623e-01 | 2.093e-02 | 6.795e-03 | 3.264e-01
10 | 7.210e-01 | 9.637e-02 | 1.280e-02 | 4.501e-03 | 9.323e-02
20 | 2.805e-01 | 5.691e-02 | 3.592e-03 | 2.194e-03 | 3.627e-02
40 | 8.876e-02 | 3.284e-02 | 2.117e-03 | 1.393e-03 | 1.148e-02
80 | 3.708e-02 | 1.491e-02 | 7.805e-04 | 5.263e-04 | 4.795e-03
120 | 1.907e-02 | 6.331e-03 | 2.452e-04 | 1.473e-04 | 2.466e-03
160 | 9.548e-03 | 1.999e-03 | 6.945e-05 | 3.699e-05 | 1.235e-03
smallest K with actual max error <= 0.01: 13
smallest K with bound <= 0.01: 43
flat-spectrum mean error, K=20: 7.24543
sum of discarded sigma^2, K=20: 7.24543
worst unit-energy mask, error at origin, K=20: 0.28047
20 ring source points, worst unit-energy error: 6.82274
20 ring source points, max error for this mask: 0.07695
20 kernels, max error for this mask: 0.00359
block size: 40
sweeps 1: max relative deviation of sigma^2 1.4e-01, max error 0.00369, certificate 0.97545
sweeps 60: max relative deviation of sigma^2 3.6e-15, max error 0.00359, certificate 0.93686
order-side projection, lowest residual eigenvalue: -5.4855
sigma_1^2 for 800 nm cell: 13.7727, ratio large/small cell: 4.0091
source points after refinement: 804
max image change on source refinement: 0.01698
```
